# Weibull Slope of Oxide Breakdown in the Cell-Based Percolation Model: a numerical check

```python
"""Cell-based percolation model of oxide breakdown.
Result under test: if the mean number of defects per cell grows as
lam = (t/tau)**alpha, and breakdown needs one full column of n cells among
N columns, the Weibull slope d ln(-ln(1-F)) / d ln t tends to alpha*n for
small lam. For any lam, with p = 1-exp(-lam) and x = p**n, it equals
alpha*n * lam/(exp(lam)-1) * x/((1-x)*(-ln(1-x))).
F: failed fraction; t63: time at which F = 1-1/e.
"""
from itertools import combinations
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

alpha = 0.4


def local_slope(lam, n):
    x = (-np.expm1(-lam)) ** n
    return alpha * n * lam / np.expm1(lam) * x / ((1 - x) * -np.log1p(-x))


def lam_at_hazard(hazard, columns, n):
    """Mean defects per cell when -ln(1-F) equals hazard."""
    x = -np.expm1(-hazard / columns)
    return -np.log1p(-x ** (1 / n))


# --- Slope formula against numerical differentiation of the distribution
mp.mp.dps = 40


def weibull_variable(log_time, n):
    lam = mp.exp(mp.mpf(alpha) * log_time)
    return mp.log(-mp.log(1 - (1 - mp.exp(-lam)) ** n))


for n in (1, 3, 5):
    for lam in (0.001, 0.1, 1.5):
        derivative = mp.diff(lambda y: weibull_variable(y, n),
                             mp.log(lam) / mp.mpf(alpha))
        assert abs(float(derivative) / local_slope(lam, n) - 1) < 1e-7

# --- Direct simulation: throw defects one by one until a column is full
rng = np.random.default_rng(20)


def defects_to_breakdown(columns, n):
    defective = bytearray(columns * n)
    filled = bytearray(columns)
    thrown = 0
    while True:
        for cell in rng.integers(0, columns * n, size=1000).tolist():
            thrown += 1
            if not defective[cell]:
                defective[cell] = 1
                column = cell // n
                filled[column] += 1
                if filled[column] == n:
                    return thrown


def fitted_weibull_slope(times):
    logs = np.log(times / np.median(times))

    def score(b):
        weights = np.exp(b * logs)
        return (weights @ logs) / weights.sum() - 1 / b - logs.mean()
    return brentq(score, 0.05, 20)


sim_columns, devices = 2000, 2500
simulation = []
for n in (2, 3, 4):
    counts = np.array([defects_to_breakdown(sim_columns, n)
                       for _ in range(devices)])
    # Arrival times of a Poisson process with mean N*n*t**alpha
    times = np.sort((rng.gamma(counts) / (sim_columns * n)) ** (1 / alpha))
    p = -np.expm1(-times ** alpha)
    model = -np.expm1(sim_columns * np.log1p(-p ** n))
    rank = np.arange(devices)
    distance = max(np.max(model - rank / devices),
                   np.max((rank + 1) / devices - model))
    assert distance < 1.95 / np.sqrt(devices)  # 0.1 percent KS level
    fit = fitted_weibull_slope(times)
    expected = local_slope(lam_at_hazard(1, sim_columns, n), n)
    # Four standard errors of a fitted slope, about 0.78/sqrt(devices) each
    assert abs(fit / expected - 1) < 4 * 0.78 / np.sqrt(devices)
    simulation.append((n, fit, expected))


# --- Bent paths: explicit connectivity search on a periodic lattice
def path_coefficients(layers, diagonal, width=5):
    """Coefficients of p**n and p**(n+1), per column, in P(spanning)."""
    area = width ** 2
    site = np.arange(layers * area)
    z, x, y = site // area, site % area // width, site % width
    dz = abs(z[:, None] - z)
    dx, dy = abs(x[:, None] - x), abs(y[:, None] - y)
    dx, dy = np.minimum(dx, width - dx), np.minimum(dy, width - dy)
    if diagonal:
        adjacent = np.maximum(np.maximum(dx, dy), dz) <= 1
    else:
        adjacent = dx + dy + dz <= 1

    def count_spanning(config):
        linked = adjacent[config[:, :, None], config[:, None, :]]
        reached = config < area
        for _ in range(config.shape[1]):
            reached = (linked & reached[:, None, :]).any(axis=2)
        top = config >= (layers - 1) * area
        return int((reached & top).any(axis=1).sum())

    cells = np.arange(area)[:, None]
    pairs = np.array(list(combinations(range(area), 2)))

    def defect_sets(double):
        # Every layer must be occupied; one single cell is fixed by translation
        fixed = layers - 1 if double == 0 else 0
        options = [pairs if k == double else cells[:1] if k == fixed else cells
                   for k in range(layers)]
        grid = np.meshgrid(*[np.arange(len(o)) for o in options],
                           indexing="ij")
        return np.hstack([o[g.ravel()] + k * area
                          for k, (o, g) in enumerate(zip(options, grid))])

    minimal = count_spanning(defect_sets(None))
    larger = sum(count_spanning(defect_sets(k)) for k in range(layers))
    return minimal, larger - minimal * (layers * area - layers)


for n in (3, 4):
    assert path_coefficients(n, False) == (1, 4 * (n - 2))
    assert path_coefficients(n, True) == (
        9 ** (n - 1), -8 * 9 ** (n - 1) - 4 * (n - 2) * 9 ** (n - 3))

# --- Worked example: rough parameters of a silicon dioxide gate capacitor
thickness_nm, cell_nm, area_cm2 = 4.0, 1.0, 1e-4
density_1s = 1e17      # defects per cm3 after 1 s
field = 10.0           # MV/cm
n_cells = round(thickness_nm / cell_nm)
columns = area_cm2 * 1e14 / cell_nm ** 2
cell_cm3 = (cell_nm * 1e-7) ** 3
lam_1s = density_1s * cell_cm3
beta = alpha * n_cells
lam63 = lam_at_hazard(1, columns, n_cells)
slope63 = local_slope(lam63, n_cells)
t63 = (lam63 / lam_1s) ** (1 / alpha)
density63 = lam63 / cell_cm3
areal63 = density63 * thickness_nm * 1e-7
assert abs(slope63 / beta - (1 - lam63 / 2)) < lam63 ** 2

early_fraction = 1e-4
early_hazard = -np.log1p(-early_fraction)
t_early = (lam_at_hazard(early_hazard, columns, n_cells)
           / lam_1s) ** (1 / alpha)
early_law = t63 * early_hazard ** (1 / beta)
assert abs(t_early / early_law - 1) < 0.01  # corrections are of order lam63
t63_large = (lam_at_hazard(1, 100 * columns, n_cells)
             / lam_1s) ** (1 / alpha)
area_law = 100 ** (-1 / beta)
assert abs(t63_large / t63 / area_law - 1) < 0.01


# --- Neglected effect: bent paths
def bent_path_result(diagonal):
    m, next_term = path_coefficients(n_cells, diagonal)
    c = next_term / m
    p = brentq(lambda q: np.log(columns * m * q ** n_cells * (1 + c * q)),
               1e-6, 1e-2)
    lam = -np.log1p(-p)
    slope = alpha * (n_cells + c * p / (1 + c * p)) * lam / np.expm1(lam)
    return m, c, slope, (lam / lam_1s) ** (1 / alpha)


face = bent_path_result(False)
corner = bent_path_result(True)

# --- Neglected effect: defects present before stress
initial_density = 1e17  # per cm3
lam0 = initial_density * cell_cm3


def log_hazard_with_initial(log_generated):
    p = -np.expm1(-(lam0 + np.exp(log_generated)))
    return np.log(-columns * np.log1p(-p ** n_cells))


generated = np.log(lam63 - lam0)
initial_slope = alpha * (log_hazard_with_initial(generated + 1e-4)
                         - log_hazard_with_initial(generated - 1e-4)) / 2e-4
assert abs(initial_slope / (slope63 * (1 - lam0 / lam63)) - 1) < 1e-5

# --- Neglected effect: roughness inside one device
rough_nm = 0.15
sigma = rough_nm / cell_nm


def log_mean_column_probability(log_lam):
    def integrand(u):
        return (np.exp(-u * u / 2 + (n_cells + sigma * u) * log_lam
                       - n_cells * log_lam) / np.sqrt(2 * np.pi))
    value = quad(integrand, -10, 10, epsabs=1e-12, epsrel=1e-11)[0]
    return n_cells * log_lam + np.log(value)


log_lam_rough = brentq(
    lambda y: np.log(columns) + log_mean_column_probability(y), -8, -4)
rough_slope = alpha * (log_mean_column_probability(log_lam_rough + 1e-3)
                       - log_mean_column_probability(log_lam_rough - 1e-3)
                       ) / 2e-3
assert abs(rough_slope
           - alpha * (n_cells + sigma ** 2 * log_lam_rough)) < 1e-5

# --- Tunnelling exponent of a triangular barrier, in MV/cm
barrier_ev, mass_ratio = 3.1, 0.42
barrier, mass = barrier_ev * const.e, mass_ratio * const.m_e
B = (4 * np.sqrt(2 * mass) * barrier ** 1.5
     / (3 * const.e * const.hbar)) / 1e8
exit_m = barrier / (const.e * field * 1e8)
action = 2 * exit_m * quad(
    lambda u: np.sqrt(2 * mass * barrier * (1 - u)) / const.hbar, 0, 1)[0]
assert abs(action / (B / field) - 1) < 1e-6
assert exit_m * 1e9 < thickness_nm  # barrier is triangular in this oxide

# --- Neglected effect: thickness spread between devices at fixed voltage
spread_fraction = 0.01


def log_t63(log_scale):
    scale = np.exp(log_scale)
    lam = lam_at_hazard(1, columns, n_cells * scale)
    return np.log(lam / lam_1s) / alpha + B * scale / field


sensitivity = (log_t63(1e-4) - log_t63(-1e-4)) / 2e-4
log_time_spread = sensitivity * spread_fraction
log_variance = quad(lambda y: (y + np.euler_gamma) ** 2
                    * np.exp(y - np.exp(y)), -40, 5, limit=200)[0]
assert abs(log_variance - np.pi ** 2 / 6) < 1e-6
spread_slope = np.sqrt(log_variance
                       / (log_variance / beta ** 2 + log_time_spread ** 2))

# --- Neglected effect: every defect holds one trapped electron
permittivity = 3.9 * const.epsilon_0
field_drop = const.e * areal63 * 1e4 / (2 * permittivity) / 1e8
current_log_drop = B / (field - field_drop) - B / field


def stress_time(charge):
    """Time, in initial-current units, to inject charge (1 at breakdown)."""
    return charge * quad(lambda u: np.exp(
        current_log_drop * (charge * u) ** alpha), 0, 1,
        epsabs=1e-12, epsrel=1e-11)[0]


charge_slope = stress_time(1.0) * np.exp(-current_log_drop)
step = 1e-3
finite_difference = 2 * step / (np.log(stress_time(np.exp(step)))
                                - np.log(stress_time(np.exp(-step))))
assert abs(charge_slope / finite_difference - 1) < 1e-5
trapping_slope = beta * charge_slope

# --- Printed results
print(f"Simulation: {sim_columns} columns, {devices} devices per case")
for n, fit, expected in simulation:
    print(f"  n={n}: fitted slope {fit:.3f}, finite-lam slope {expected:.3f},"
          f" alpha*n {alpha * n:.3f}")
print(f"Defect-generation exponent alpha: {alpha:.2f}")
print(f"Oxide thickness: {thickness_nm:.1f} nm; cell side: {cell_nm:.1f} nm")
print(f"Cells per column n: {n_cells}")
print(f"Area: {area_cm2:.1e} cm2; columns N: {columns:.3e}")
print(f"Defect density after 1 s: {density_1s:.2e} cm^-3")
print(f"Mean defects per cell after 1 s: {lam_1s:.3e}")
print(f"Mean defects per cell at t63: {lam63:.4e}")
print(f"Limiting slope alpha*n: {beta:.4f}")
print(f"Local slope at t63: {slope63:.4f}")
print(f"Critical defect density: {density63:.3e} cm^-3")
print(f"Critical areal defect density: {areal63:.3e} cm^-2")
print(f"t63: {t63:.1f} s = {t63 / 3600:.3f} h")
print(f"Time to {early_fraction * 1e6:.0f} ppm failures: {t_early:.2f} s;"
      f" Weibull law: {early_law:.2f} s")
print(f"t63 ratio for 100 times the area: {t63_large / t63:.5f};"
      f" power law: {area_law:.5f}")
for n in (2, 8, 12):
    lam = lam_at_hazard(1, columns, n)
    print(f"Same area, n={n}: lam63 {lam:.3e}, slope"
          f" {local_slope(lam, n):.4f}, alpha*n {alpha * n:.4f}")
small_columns = 1e4
small_lam = lam_at_hazard(1, small_columns, n_cells)
print(f"Small device, N={small_columns:.0f}: lam63 {small_lam:.4f},"
      f" slope {local_slope(small_lam, n_cells):.4f}")
for name, result in (("Face", face), ("Face, edge and corner", corner)):
    m, c, slope, lifetime = result
    print(f"{name} contact: m={m}, c={c:.4f}, slope {slope:.4f},"
          f" t63 {lifetime:.2f} s")
print(f"Lifetime reduction by all contacts: factor {t63 / corner[3]:.1f}")
print(f"Initial defect density: {initial_density:.1e} cm^-3;"
      f" slope {initial_slope:.4f}")
print(f"Roughness inside device: {rough_nm:.2f} nm rms;"
      f" slope {rough_slope:.4f}")
print(f"Applied field: {field:.1f} MV/cm;"
      f" oxide voltage: {field * thickness_nm / 10:.2f} V")
print(f"Barrier: {barrier_ev:.1f} eV; tunnelling mass: {mass_ratio:.2f} m_e")
print(f"Tunnelling constant B: {B:.1f} MV/cm; B/field: {B / field:.2f}")
print(f"Tunnelling exit distance: {exit_m * 1e9:.2f} nm")
print(f"Device thickness spread: {100 * spread_fraction:.1f} percent rms")
print(f"Sensitivity d ln t63/d ln thickness: {sensitivity:.2f}")
print(f"Resulting rms spread of ln t63: {log_time_spread:.3f}")
print(f"Variance-based slope with device spread: {spread_slope:.4f}")
print(f"Cathode field drop, all defects charged: {field_drop:.3f} MV/cm")
print(f"Fall of ln(current) at breakdown: {current_log_drop:.3f}")
print(f"d ln(charge)/d ln(time) at breakdown: {charge_slope:.4f}")
print(f"Slope in time with full trapping: {trapping_slope:.4f}")
print("PASS")
```

It prints:

```
Simulation: 2000 columns, 2500 devices per case
  n=2: fitted slope 0.819, finite-lam slope 0.791, alpha*n 0.800
  n=3: fitted slope 1.186, finite-lam slope 1.151, alpha*n 1.200
  n=4: fitted slope 1.516, finite-lam slope 1.474, alpha*n 1.600
Defect-generation exponent alpha: 0.40
Oxide thickness: 4.0 nm; cell side: 1.0 nm
Cells per column n: 4
Area: 1.0e-04 cm2; columns N: 1.000e+10
Defect density after 1 s: 1.00e+17 cm^-3
Mean defects per cell after 1 s: 1.000e-04
Mean defects per cell at t63: 3.1673e-03
Limiting slope alpha*n: 1.6000
Local slope at t63: 1.5975
Critical defect density: 3.167e+18 cm^-3
Critical areal defect density: 1.267e+12 cm^-2
t63: 5645.7 s = 1.568 h
Time to 100 ppm failures: 17.79 s; Weibull law: 17.85 s
t63 ratio for 100 times the area: 0.05608; power law: 0.05623
Same area, n=2: lam63 1.000e-05, slope 0.8000, alpha*n 0.8000
Same area, n=8: lam63 5.788e-02, slope 3.1083, alpha*n 3.2000
Same area, n=12: lam63 1.587e-01, slope 4.4291, alpha*n 4.8000
Small device, N=10000: lam63 0.1054, slope 1.5173
Face contact: m=1, c=8.0000, slope 1.6073, t63 5558.64 s
Face, edge and corner contact: m=729, c=-8.0988, slope 1.5975, t63 91.72 s
Lifetime reduction by all contacts: factor 61.6
Initial defect density: 1.0e+17 cm^-3; slope 1.5470
Roughness inside device: 0.15 nm rms; slope 1.5473
Applied field: 10.0 MV/cm; oxide voltage: 4.00 V
Barrier: 3.1 eV; tunnelling mass: 0.42 m_e
Tunnelling constant B: 241.6 MV/cm; B/field: 24.16
Tunnelling exit distance: 3.10 nm
Device thickness spread: 1.0 percent rms
Sensitivity d ln t63/d ln thickness: 38.58
Resulting rms spread of ln t63: 0.386
Variance-based slope with device spread: 1.4417
Cathode field drop, all defects charged: 0.294 MV/cm
Fall of ln(current) at breakdown: 0.732
d ln(charge)/d ln(time) at breakdown: 0.8209
Slope in time with full trapping: 1.3134
PASS
```
